# Sader-Jarvis Force Recovery: Kernel, Sampling and Truncation Errors for a Morse Bond

Before a probe tip is used to move or remove a single atom, someone must decide how far to lower it. In frequency-modulation force microscopy the decision can rest on a force curve, but the instrument records a frequency shift. If the conversion makes the attraction 5 % too weak, the force limit set from it is wrong by the same amount. The conversion therefore needs an error budget covering oscillation amplitude $a$, sampling step $h$ and the distance $L$ at which the record ends.

## What the instrument averages

Let $z$ be the tip-surface distance and $F=-dU/dz$ the force, positive when repulsive. The force is assumed conservative and the amplitude constant. The sensor has stiffness $k$ and free frequency $f_0$. Its turning points are $d$ and $d+2a$, so $z=d+a(1+u)$ with $-1\le u\le1$.

The total potential energy, spring plus $U$, must be equal at both turning points. This fixes the spring's rest position. Eliminating it from energy conservation gives

$$\tfrac12 m a^2\dot u^2=\tfrac12ka^2(1-u^2)[1+\varepsilon(u)],\qquad \varepsilon=\frac{2[C(u)-U(u)]}{ka^2(1-u^2)},$$

where $C(u)$ is the straight line in $u$ joining the values of $U$ at the turning points. The period is $2\int du/\dot u$. To first order in $\varepsilon$ it changes by the relative amount $-\frac12\langle\varepsilon\rangle$, with $\langle\cdot\rangle=\frac1\pi\int_{-1}^{1}\cdot\,du/\sqrt{1-u^2}$. The relative frequency shift is the opposite:

$$\Omega(d)=\frac{\Delta f}{f_0}=\frac{1}{\pi ka^2}\int_{-1}^{1}\frac{C-U}{(1-u^2)^{3/2}}\,du .$$

Integrate by parts, using $\int(1-u^2)^{-3/2}du=u/\sqrt{1-u^2}$. The boundary terms vanish because $C-U$ goes to zero linearly at each end. The constant slope of $C$ multiplies an odd function and drops out. Since $dU/du=-aF$,

$$\Omega(d)=-\frac{1}{\pi ak}\int_{-1}^{1}F(d+a(1+u))\frac{u}{\sqrt{1-u^2}}\,du. \tag{1}$$

For small $a$ this becomes $-F'/(2k)$: the sensor sees a force gradient, so recovery must integrate.

## The continuum inverse and its built-in error

Take one exponential, $F=e^{-\lambda z}$, and put $x=\lambda a$. The modified Bessel function $I_1(x)=-\frac1\pi\int_{-1}^{1}u\,e^{-xu}du/\sqrt{1-u^2}$ turns (1) into

$$\Omega(d)=\frac{T(x)}{ak}e^{-\lambda d},\qquad T(x)=e^{-x}I_1(x).$$

Hence $F=ak\,\Omega/T=(2k/\lambda)\,[x/(2T)]\,\Omega$. For small $x$, $T\to x/2$ and the bracket tends to 1. For large $x$, $T\to1/\sqrt{2\pi x}$ and it tends to $\sqrt{\pi/2}\,x^{3/2}$. The Sader-Jarvis method replaces it by

$$B(x)=1+\frac{\sqrt x}{8}+\sqrt{\frac\pi2}\,x^{3/2}.$$

The middle term is an interpolation, not a term of the small-$x$ series, and must be judged by its error. To return to distance space, use

$$\int_z^\infty e^{-\lambda t}dt=\frac{e^{-\lambda z}}{\lambda},\qquad \int_z^\infty\frac{e^{-\lambda t}}{\sqrt{t-z}}dt=\sqrt{\frac{\pi}{\lambda}}\,e^{-\lambda z}.$$

The middle term needs $\sqrt x/(8\lambda)=\frac{\sqrt a}{8\sqrt\pi}\sqrt{\pi/\lambda}$. The last needs $\sqrt{\pi/2}\,x^{3/2}/\lambda=\frac{a^{3/2}}{\sqrt2}\lambda\sqrt{\pi/\lambda}$, and $\lambda\Omega=-\Omega'$. Therefore

$$F_{\rm rec}(z)=2k\int_z^\infty\left[\left(1+\frac{\sqrt a}{8\sqrt{\pi(t-z)}}\right)\Omega-\frac{a^{3/2}}{\sqrt{2(t-z)}}\,\Omega'\right]dt. \tag{2}$$

Each exponential comes back multiplied by $R(x)=2T(x)B(x)/x$. Over $10^{-3}\le x\le10^3$, the computed $R-1$ lies between $-4.6\,\%$ and $+1.7\,\%$.

A bond is not one exponential. The Morse force is

$$F=2E\kappa\left[e^{-2\kappa(z-z_0)}-e^{-\kappa(z-z_0)}\right],$$

with depth $E$ and zero force at $z_0$. The attraction peaks where $e^{-\kappa(z-z_0)}=\frac12$, with value $F_p=2E\kappa(\frac14-\frac12)=-E\kappa/2$. Inserting the factors $R$ gives

$$\frac{F_{\rm rec}(z_p)}{F_p}=2R(\kappa a)-R(2\kappa a),\qquad \frac{F_{\rm rec}(z_0)}{|F_p|}=4[R(2\kappa a)-R(\kappa a)].$$

The two parts of the force have opposite signs. They cancel at $z_0$, and at the peak the attractive part is twice the repulsive one, but their errors need not cancel in the same way. The peak attraction can thus be wrong by 7.3 %, more than either exponential alone. For a general sum of exponentials, the error is bounded by the largest $|R-1|$ times the sum of the magnitudes of the parts, which may greatly exceed the net force.

## Where the naive sum fails

Write the singular part of (2) as $\int_z^\infty g(t)\,dt/\sqrt{t-z}$, with

$$g=2k\left[\frac{\sqrt a}{8\sqrt\pi}\Omega-\frac{a^{3/2}}{\sqrt2}\Omega'\right].$$

The obvious numerical rule is a trapezoid sum. Its first node is infinite, so the naive scheme starts at $z+h$ and omits the first cell.

To find the cost, let $g\propto e^{-\lambda t}$ and $y=\lambda h$. Grid sums have the form $S_s(y)=\sum_{j\ge1}j^{-s}e^{-jy}$. Write $e^{-jy}$ as the inverse Mellin integral of $\Gamma(w)(jy)^{-w}$. Summing over $j$ gives the integrand $\Gamma(w)\zeta(s+w)y^{-w}$. Moving the contour left collects the pole of $\zeta$ at $w=1-s$ and those of $\Gamma$ at $w=0,-1,\dots$:

$$S_s(y)=\Gamma(1-s)y^{s-1}+\zeta(s)-\zeta(s-1)y+O(y^2). \tag{3}$$

For $s=\frac12$, $\sqrt h\,S_{1/2}=\sqrt{\pi/\lambda}+\zeta(\tfrac12)\sqrt h-\zeta(-\tfrac12)\lambda h^{3/2}+\dots$. The first term is the desired integral. The trapezoid gives its first node half weight, which subtracts $\frac12\sqrt h\,(1-\lambda h)$. With $g'=-\lambda g$, the naive error is

$$\left[\zeta(\tfrac12)-\tfrac12\right]\sqrt h\,g(z)+\left[\zeta(-\tfrac12)-\tfrac12\right]h^{3/2}g'(z)+\dots$$

The leading coefficient is $-1.460-0.5=-1.960$. Halving the step reduces this term by only $\sqrt2$.

A natural repair freezes $g$ at $g(z)$ in the missing cell, adding $g(z)\int_0^h dr/\sqrt r=2\sqrt h\,g(z)$. The leading coefficient falls to $+0.040$, but it is not zero, and the next coefficient remains $-0.708$. For one exponential the second term is $0.708\lambda h/0.0396\approx18\lambda h$ times the first. At $\lambda h=0.1$ it is already the larger of the two.

In a test at the zero-force point, with $a=0.1$ nm and $h=0.1$ pm, both two-term laws matched the measured errors within 3 %.

## The scheme that follows

The fault lies in sampling the weight $1/\sqrt{t-z}$, which is known and need not be sampled. Only $\Omega$ should be interpolated. With $r=t-z$, $r_j=jh$ and $\Omega$ linear in each cell, define

$$m_j=\int_{r_j}^{r_{j+1}}\frac{dr}{\sqrt r}=2(\sqrt{r_{j+1}}-\sqrt{r_j}),\qquad n_j=\int_{r_j}^{r_{j+1}}\sqrt r\,dr=\tfrac23(r_{j+1}^{3/2}-r_j^{3/2}).$$

The cell contributions are

$$\int\frac{\Omega}{\sqrt r}dr=\Omega_j(m_j-q_j)+\Omega_{j+1}q_j,\quad q_j=\frac{n_j-r_jm_j}{h},\qquad -\int\frac{\Omega'}{\sqrt r}dr=\frac{\Omega_j-\Omega_{j+1}}{h}m_j .$$

Multiply the first by $\sqrt a/(8\sqrt\pi)$ and the second by $a^{3/2}/\sqrt2$. Add the trapezoid integral of $\Omega$, sum over cells, and multiply by $2k$. Repeat for each $z$ in the record, using the samples from $z$ outward. No separate numerical derivative is needed.

For the error, put $\Omega=e^{-\lambda r}$ and $p=e^{-y}$. The derivative part sums to

$$\frac{2(1-p)}{\sqrt h}\sum_{j\ge0}p^j(\sqrt{j+1}-\sqrt j)=\frac{2}{\sqrt h}\frac{(1-p)^2}{p}S_{-1/2}(y),$$

because shifting the index in the first sum gives $S_{-1/2}/p$. Now $(1-p)^2/p=e^y-2+e^{-y}=y^2+O(y^4)$, and (3) gives $S_{-1/2}=\frac{\sqrt\pi}{2}y^{-3/2}+\zeta(-\frac12)+O(y)$. The product is

$$\sqrt{\pi\lambda}+2\zeta(-\tfrac12)\lambda^2h^{3/2}+O(h^2).$$

The first term is the desired integral. The other two parts of (2) err at order $h^2$, since linear interpolation does so and their weights are integrable near $z$. Restoring the prefactor $2ka^{3/2}/\sqrt2$,

$$\delta F_h(z)\simeq2\sqrt2\,k\,\zeta(-\tfrac12)(ah)^{3/2}\,\Omega''(z),\qquad \zeta(-\tfrac12)=-0.208. \tag{4}$$

By linearity this holds for the Morse sum. At $h=0.1$ pm the measured error is 0.98 of this law, both at zero force and at peak attraction.

## Numbers for a stiff sensor

Take $k=1800$ N/m, $f_0=30$ kHz, $E=2$ eV, $z_0=0.24$ nm and $z_p=0.30$ nm. Then $\kappa=\ln2/(0.06\ \text{nm})=11.55$ nm$^{-1}$, and $|F_p|=\frac12(2\ \text{eV})(11.55\ \text{nm}^{-1})=11.55$ eV/nm, or 1.851 nN. All errors below are percentages of this peak attraction, positive towards repulsion.

With $a=0.1$ nm and $L=1.5$ nm held fixed, the sampling errors at $z_0$ are:

| $h$ (pm) | cell omitted | cell frozen | weight integrated |
|---:|---:|---:|---:|
| 10 | −72.3 | 10.6 | −4.7 |
| 5 | −54.9 | 4.8 | −1.8 |
| 1 | −26.0 | 0.9 | −0.2 |

At 10 pm, law (4) predicts −6.2 %, so it is only a rough guide there. At the attraction peak the last scheme errs by just −0.8 %.

A finer step has a price. The derivative part gives sample $j\ge1$ the weight $\sqrt2\,a^{3/2}h^{-1/2}(\sqrt{j+1}-2\sqrt j+\sqrt{j-1})$, and sample 0 the weight $\sqrt2\,a^{3/2}h^{-1/2}$. The squares of the numerical factors are $1,\,0.343,\,0.009,\dots$, with a root sum of about 1.17. For independent noise $\sigma_f$ per sample,

$$\sigma_F\approx2k\,\frac{\sigma_f}{f_0}\,\sqrt2\,a^{3/2}h^{-1/2}\times1.17 .$$

With $\sigma_f=0.1$ Hz and $h=0.01$ nm this is $3600\times3.33\times10^{-6}\times1.414\times0.0316\times10\times1.17\approx0.0063$ nN, or 0.34 %. The full set of weights also gives 0.34 %, rising to 1.07 % at 1 pm. At 2 pm, bias and noise at $z_0$ are 0.50 % and 0.76 %. Their root-sum-square, 0.9 %, is the smallest among the steps tried. This choice assumes fixed noise per sample; a finer grid then needs more samples.

Amplitude acts differently. With $h=10$ pm and $L=0.6$ nm, the table gives the shift at $z_p$, the kernel errors at both points, and the truncation error at $z_p$:

| $a$ (nm) | shift (Hz) | kernel, $z_0$ | kernel, $z_p$ | truncation, $z_p$ |
|---:|---:|---:|---:|---:|
| 0.01 | −33.3 | −6.4 | 1.0 | 5.6 |
| 0.05 | −76.4 | 13.8 | 7.2 | 4.3 |
| 0.10 | −67.2 | 8.1 | 2.3 | 3.3 |
| 0.30 | −24.0 | −5.3 | −2.5 | 2.2 |
| 1.00 | −4.5 | 0.1 | 0.6 | 1.8 |

The kernel error is not monotonic and no refinement of the grid removes it. It is worst for the peak near $a=0.046$ nm, where $\kappa a=0.53$. For this bond, an amplitude of 1 nm keeps it below 0.6 % from $z_0$ to 0.5 nm, though it reaches −1.7 % at 0.20 nm, on the repulsive side. The noise estimate, however, grows as $a^{3/2}$. At fixed $\sigma_f$ and $h=10$ pm, it would be about 11 %.

## What a short record loses

If data end at $L$, set $s=\lambda(L-z)$. The substitution $r=v^2$ changes the second Laplace integral to $\sqrt{\pi/\lambda}\,\mathrm{erf}\sqrt s$, and the first acquires a factor $1-e^{-s}$. Thus $B(x)$ in $R$ is replaced by

$$1-e^{-s}+\left[B(x)-1\right]\mathrm{erf}\sqrt s .$$

For small $x$ the lost fraction is $e^{-s}$; for large $x$ it is $\mathrm{erfc}\sqrt s$. The latter is smaller: writing the Gaussian variable as $\sqrt s+w$ gives $e^{-s-2\sqrt s w-w^2}\le e^{-s}e^{-w^2}$. This explains the falling last column.

At the peak with $L=0.6$ nm, $e^{-\kappa(L-z_p)}=2^{-5}=3.1\,\%$. The attractive exponential alone has twice the net force there, so the small-amplitude loss is about 6 %, close to the 5.6 % found at 0.01 nm.

A Morse tail can be restored. Estimate $\lambda=h^{-1}\ln(\Omega_{N-1}/\Omega_N)$ from the last two samples, with $\Omega_N=\Omega(L)$, and integrate (2) from $L$ to infinity:

$$\delta F=2k\Omega_N\left[\frac1\lambda+\left(\frac{\sqrt a}{8\sqrt\pi}+\frac{a^{3/2}\lambda}{\sqrt2}\right)\sqrt{\frac\pi\lambda}\,e^{s}\,\mathrm{erfc}\sqrt s\right].$$

For $a=0.1$ nm, $L=0.6$ nm and $h=1$ pm, this reduces the 3.3 % truncation error to −0.05 %, including sampling error but without noise. With noise of 0.1 Hz per sample, two samples 1 pm apart are useless for this purpose: their shifts differ by only 0.05 Hz. The rate $\lambda$ must then be fitted over a longer stretch of the tail. For this Morse tail, a straight-line fit to $\ln|\Omega|$ over the last 50 pm brings the scatter of the correction down to about 0.06 % at 1 pm sampling, provided $\Omega_N$ is also read from the fitted line. Keeping the noisy last sample for $\Omega_N$ gives about 0.10 %, and 10 pm sampling gives about 0.15 %.

The repair depends on the tail's shape. Add a van der Waals force $-H\rho/[6(z+b)^2]$ from the blunt tip body, with Hamaker constant $H=1$ eV, tip radius $\rho=5$ nm and setback $b=0.5$ nm behind the front atom. The same correction then leaves 3.6 %. Two effects of similar size make the fitted exponential die too soon. One rate is fitted to the sum of a fast-decaying bond and a slowly decaying background, and a power law's logarithmic slope also weakens with distance. Such a background must be measured farther out or modelled separately. In this example, a record ending at 2 nm with the same correction leaves about 0.3 %.

## Reading the complete error

For $a=0.1$ nm, $h=10$ pm and $L=0.6$ nm, without tail repair, the peak error is $2.32+3.34-0.75=4.91\,\%$. The recovered attraction is 1.760 nN instead of 1.851 nN. At $z_0$ the sum is $8.06+3.27-4.67\approx6.7\,\%$, a false repulsion of 0.123 nN.

The second sum contains a warning. Reducing $h$ to 1 pm shrinks its sampling part to about −0.2 %, and the total rises to about 11 %. Agreement at one setting may be cancellation, so the three contributions should be assessed separately.

The sensor values are roughly those of a quartz tuning-fork (qPlus) instrument at low temperature. The Morse bond is a model, not a particular material. At 5 K the sensor's thermal motion is only 0.2 pm, and the first-order formula (1) misses the full-period shift at $z_p$ by 0.11 % of that shift for $a=0.1$ nm. At $z_0$, where the shift is much smaller, the miss is 3.3 %, but the recovered force changes by less than 0.4 % of $|F_p|$ at either point. The change grows quickly on the repulsive side, reaching about −1.7 % at 0.22 nm. Other assumptions matter more:

- The assumed van der Waals force is 0.21 nN at $z_p$, about 11 % of the Morse peak.
- Setting $a$ 5 % too high in the inversion, with closest approach held fixed, makes the peak attraction 2.8 % of $|F_p|$ stronger.
- Real tip and surface atoms relax. For a rough local stiffness of 100 N/m, the peak force stretches the junction by about 20 pm, so the distance axis is not the bond length. In this estimate the junction does not jump, because the largest attractive gradient, 10.7 N/m, is below that stiffness.

If an atom does jump during each cycle, approach and retraction follow different forces. Equation (1) then no longer describes a single curve $F(z)$, and the error budget above does not apply. This matters most near the manipulation threshold itself.

## Table of computed values

```
Sensor: k = 1800 N/m, f0 = 30000 Hz
Morse: E = 2.0 eV, kappa = 11.552 1/nm
Zero force at 0.24 nm, peak at 0.30 nm
Peak attraction = 1.8509 nN = 11.552 eV/nm
Reference: a=0.1 nm, h=10 pm, L=0.6 nm
Kernel error min -4.59 % at x=0.349
Kernel error max 1.71 % at x=2.261
Worst relative change of Morse peak: -7.28 % at kappa*a=0.530, a=0.0459 nm
Amplitude scan; errors in % of peak; h=10 pm, L=0.6 nm
a/nm kappa*a shift/Hz@peak kernel@zero kernel@peak sample@peak cut@peak
0.01 0.116 -33.28 -6.39 0.98 0.01 5.63
0.03 0.347 -66.69 6.20 6.14 -0.42 4.83
0.05 0.578 -76.42 13.82 7.22 -0.65 4.25
0.10 1.155 -67.23 8.06 2.32 -0.75 3.34
0.30 3.466 -23.97 -5.32 -2.45 -0.58 2.18
1.00 11.552 -4.48 0.11 0.57 -0.52 1.75
zeta(1/2)=-1.46035, zeta(-1/2)=-0.20789
Measured/law at h=0.1 pm: 0.9777 (zero), 0.9770 (peak)
Step scan, a=0.1 nm, L=1.5 nm; % of peak; noise 0.1 Hz rms
h/pm omitted@zero frozen@zero product@zero law@zero product@peak noise
20 -88.87 20.817 -11.238 -17.589 -1.786 0.258
10 -72.26 10.592 -4.675 -6.219 -0.755 0.344
5 -54.92 4.821 -1.824 -2.199 -0.297 0.480
2 -36.27 1.739 -0.498 -0.556 -0.082 0.756
1 -26.02 0.887 -0.182 -0.197 -0.030 1.069
Range scan at peak, a=0.1 nm; % of peak
L/nm Morse_cut Morse_after_tail vdW_cut
0.5 10.932 -0.228 6.520
0.6 3.343 -0.048 5.398
0.7 1.023 -0.032 4.553
0.9 0.097 -0.030 3.373
Reference ledger: nN, then kernel, cut, sampling, total in % of peak
zero: true 0.0000, recovered 0.1232; 8.06, 3.27, -4.67, 6.65
peak: true -1.8509, recovered -1.7600; 2.32, 3.34, -0.75, 4.91
Whole curve: worst error 6.65 % of peak at 0.24 nm
Recovered minimum -1.7600 nN at 0.30 nm
Second-order change of shift at peak: 0.114 %
vdW inputs: H=1.0 eV, R=5.0 nm, setback=0.5 nm
vdW force at peak position: -0.2086 nN
Exponential tail on Morse+vdW, L=0.6 nm: 3.57 %
Amplitude set 5 % too high: force change -2.84 %
Thermal rms motion at 5 K: 0.196 pm
Junction relaxation at 100 N/m: 18.5 pm
Largest attractive force gradient: 10.69 N/m
```
